# Why large vortex oscillators can have narrow emission lines

Without spin torque, a model magnetic vortex in a disc of radius 200 nm, shaken by heat at 300 K, has a resonance line 12.5 MHz wide near 250 MHz. When spin torque drives its core around an orbit of radius 100 nm, with the central stiffness unchanged, the calculated line is 42.5 kHz wide, almost 300 times narrower. The orbit stores 435 times the thermal energy. Yet its frequency differs by only 0.5 % from that of a very small orbit, and this slight shift is responsible for more than half of the remaining width. Both facts need explaining.

## The forces on the core

Let the magnetization direction \(\mathbf m\) move rigidly with the core position \(\mathbf X\), with the core pointing up. The disc has thickness \(L\) and magnetization \(M_s\); write \(\gamma>0\) for the gyromagnetic ratio and \(\sigma=M_sL/\gamma\). The Landau–Lifshitz–Gilbert equation is
\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]
Its cross product with \(\mathbf m\) from the left, using \(\mathbf m\cdot\dot{\mathbf m}=0\), gives \(\gamma\mathbf B_\perp=\mathbf m\times\dot{\mathbf m}+\alpha\dot{\mathbf m}\). Since \(\mathbf B\) is minus the energy derivative per moment, and moving the core changes \(\mathbf m\) by \(-\partial_i\mathbf m\,dX_i\), the force is
\[
-\frac{\partial W}{\partial X_i}=-M_sL\int\mathbf B\cdot\partial_i\mathbf m\,dA .
\]
Inserting \(\gamma\mathbf B_\perp\) and \(\dot{\mathbf m}=-\dot X_j\partial_j\mathbf m\) gives
\[
-\frac{\partial W}{\partial X_i}=\sigma\dot X_j\int\left[\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)+\alpha\,\partial_i\mathbf m\cdot\partial_j\mathbf m\right]dA ,
\]
that is, \(D\dot{\mathbf X}+G\,\hat{\mathbf z}\times\dot{\mathbf X}=-\nabla W\), with
\[
G=\sigma\!\int\!\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,dA,\qquad
D=\frac{\alpha\sigma}{2}\int|\nabla\mathbf m|^2dA .
\]
The form of \(D\) uses the rotational symmetry of a centred vortex.

Let \(\Theta(\rho)\) be the angle of \(\mathbf m\) from the normal at distance \(\rho\) from the core. The first integrand is \(\sin\Theta\,\Theta'/\rho\), and \(\Theta\) runs from 0 to \(\pi/2\), so \(G=2\pi\sigma\). For \(D\), take \(\tan(\Theta/2)=\rho/b\) inside the core radius \(b\), and in-plane magnetization outside. Inside, \(\Theta'=\sin\Theta/\rho\), hence \(|\nabla\mathbf m|^2=\Theta'^2+\sin^2\Theta/\rho^2=2\sin\Theta\,\Theta'/\rho\), and half its integral is \(2\pi\). Outside, \(|\nabla\mathbf m|^2=1/\rho^2\), and half its integral is \(\pi\ln(R/b)\). At the centre, therefore,
\[
D_0=\pi\alpha\sigma\,[2+\ln(R/b)].
\]

A current density \(J\) with perpendicular polarization \(P\) adds \(\gamma a_J\,\mathbf m\times(\mathbf m\times\hat{\mathbf z})\) to \(\dot{\mathbf m}\), where \(a_J=\hbar PJ/(2eM_sL)\). This replaces \(\mathbf B\) by \(\mathbf B-a_J\mathbf m\times\hat{\mathbf z}\), so the extra force is
\[
F_i=M_sLa_J\int(\mathbf m\times\hat{\mathbf z})\cdot\partial_i\mathbf m\,dA=-M_sLa_J\int m_\perp^2\,\partial_i\varphi\,dA ,
\]
with \(\varphi\) the in-plane angle of \(\mathbf m\) and \(\nabla\varphi=\hat{\mathbf z}\times\boldsymbol\rho/\rho^2\). The core region contributes nothing, by symmetry. Over the displaced disc, \(\int\boldsymbol\rho/\rho^2\,dA=-\pi\mathbf X\), as for the two-dimensional field inside a uniformly charged disc. Thus
\[
\mathbf F=S\,\hat{\mathbf z}\times\mathbf X,\qquad S=\frac{\pi\hbar PJ}{2e}.
\]

## The orbit

Let \(dW/dr=k(r)r\), and let friction also depend on radius. With \(z=x+iy\), the operation \(\hat{\mathbf z}\times\) becomes multiplication by \(i\):
\[
(D+iG)\dot z=(-k+iS)z+f(t),
\]
where \(f\) is the thermal force. Without noise, multiplying by \(D-iG\) gives \(\dot z=(g+i\omega)z\), with
\[
g=\frac{GS-Dk}{G^2+D^2},\qquad \omega=\frac{Gk+DS}{G^2+D^2}.
\]
A steady orbit of radius \(r_0\) needs \(GS=Dk\), and then \(\omega=k/G\). Two quantities describe it: the passive decay rate \(\Gamma\), at which the amplitude would fall if the torque were removed, and the energy \(E\):
\[
\Gamma=\frac{Dk}{G^2+D^2},\qquad E=\tfrac12kr_0^2 .
\]
For a weakly anharmonic spring, \(E\) is close to the stored energy.

## First contribution: direct phase kicks

The noise strength follows from equilibrium. Let each component of the force have correlation \(2A\,\delta(t-t')\). For \(S=0\) and constant \(k\) and \(D\),
\[
\frac{d\langle|z|^2\rangle}{dt}=-2\Gamma\langle|z|^2\rangle+\frac{4A}{G^2+D^2}.
\]
Equipartition demands \(\langle|z|^2\rangle=2k_BT/k\), so \(A=Dk_BT\). I assume that the local friction on the driven orbit brings the same noise. Dividing the force by \(D+iG\) rotates and rescales it, so the position diffuses isotropically with coefficient
\[
Q=\frac{Dk_BT}{G^2+D^2}=\frac{\Gamma k_BT}{k}.
\]

A tangential displacement \(\delta\) turns the phase by \(\delta/r_0\). The phase variance from this cause is \(2Qt/r_0^2\), and
\[
\frac{Q}{r_0^2}=\frac{\Gamma k_BT}{kr_0^2}=\frac{\Gamma}{2}\frac{k_BT}{E}.
\]
For a Gaussian phase, \(\langle e^{i\Delta\varphi}\rangle=e^{-\text{variance}/2}\). The correlation thus decays at the rate \(Q/r_0^2\), which is the half width of a Lorentzian in angular frequency. The full width at half maximum in hertz is
\[
\Delta f_0=\frac{Q}{\pi r_0^2}=\frac{\Gamma}{2\pi}\frac{k_BT}{E}.
\]
This is the benefit of stored energy: on a large orbit, a kick of given size turns the phase less.

For the example, \(L=8\) nm, \(b=10\) nm, \(M_s=800\) kA/m and \(\alpha=0.01\). On the orbit \(E=11.25\) eV, while \(k_BT=25.85\) meV, so \(E/k_BT=435\). With \(\Gamma=45.3\ \mu\mathrm s^{-1}\),
\[
\Delta f_0=\frac{45.3\times10^6\ \mathrm{s^{-1}}}{2\pi\times435}\approx16.6\ \mathrm{kHz}.
\]

## Second contribution: amplitude noise turned into phase noise

Radial kicks change the radius, and with it the frequency, until the radius recovers. Put \(r=r_0+\rho\), where \(\rho\) now denotes the radial deviation, and hold the current fixed. To first order,
\[
\dot\rho=-\Lambda\rho+\sqrt{2Q}\,\xi_r,\qquad
\dot\varphi=\omega(r_0)+\omega'\rho+\frac{\sqrt{2Q}}{r_0}\xi_\varphi ,
\]
with independent unit white noises. Define the logarithmic slopes on the orbit
\[
a=\frac{d\ln k}{d\ln r},\qquad d=\frac{d\ln D}{d\ln r},\qquad \eta=\frac DG .
\]
The numerator of \(g\) vanishes on the orbit, so only its derivative counts:
\[
\Lambda=-r_0g'(r_0)=\frac{Dk(a+d)}{G^2+D^2}=\Gamma(a+d).
\]
For the frequency slope, use \(S=Dk/G\) and \(Gk+DS=k(G^2+D^2)/G\):
\[
r_0\omega'=\frac{Gka+D^2kd/G-2D^2kd/G}{G^2+D^2}=\frac{Gk(a-\eta^2d)}{G^2+D^2}.
\]
The ratio of the two is the nonlinearity parameter
\[
\nu=\frac{r_0\omega'}{\Lambda}=\frac{a-\eta^2d}{\eta(a+d)} .
\]

The radius has correlation \((Q/\Lambda)e^{-\Lambda|\tau|}\). Its contribution to the phase variance is
\[
2\omega'^2\frac Q\Lambda\int_0^t(t-\tau)e^{-\Lambda\tau}d\tau
=\frac{2Q\nu^2}{r_0^2}\left[t-\frac{1-e^{-\Lambda t}}{\Lambda}\right],
\]
where \(\omega'=\nu\Lambda/r_0\) was used. Adding the direct part gives
\[
V(t)=\frac{2Q}{r_0^2}\left[(1+\nu^2)t-\nu^2\frac{1-e^{-\Lambda t}}{\Lambda}\right].
\]
If the correlation survives for many relaxation times, the linear growth decides the width:
\[
\boxed{\;\Delta f=\frac{\Gamma}{2\pi}\frac{k_BT}{E}\,(1+\nu^2)\;}
\]
The conditions are small relative amplitude noise, \(2\pi\Delta f\ll\Lambda\), and white thermal noise.

## What counts as a weak frequency shift

The size of \(a\) alone does not decide. For small \(\eta\), the second contribution is negligible when
\[
|a|\ll\eta(a+d).
\]
The small damping ratio \(\eta\) sits on the right because a lightly damped oscillator corrects its radius slowly, and the phase runs at the wrong rate all that time.

The example uses the model laws
\[
k=k_0\left(1+\zeta\frac{r^2}{R^2}\right),\qquad D=D_0\left(1+\xi\frac{r^2}{R^2}\right),
\]
with \(\xi=0.6\), \(r_0/R=0.5\) and \(k_0/(2\pi G)=250\) MHz. The positive \(\xi\) is an assumption about a vortex that deforms as it moves off centre; its value is not derived here. Deformation that merely keeps the magnetization tangential at the disc edge would give a much smaller one, about 0.06. With the small \(\zeta\) used below, that would raise \(\nu\) to about 12 and the width to the order of 1 MHz, outside the range of the boxed formula. A strictly rigid shift would instead make \(D\) fall slightly with \(r\), since half the integral of \(|\nabla\mathbf m|^2\) outside the core would be \(\tfrac{\pi}{2}\ln[(R^2-r^2)/b^2]\). Here \(\zeta\) stands for the net anharmonicity at the working current; its small value is assumed too. For \(\zeta=0.02\), the frequency shift from small orbits is 1.25 MHz. The slopes are \(a=0.00995\) and \(d=0.261\), and \(\eta=0.0287\), so
\[
\nu\approx\frac{0.00995-0.0287^2\times0.261}{0.0287\times0.271}\approx1.25 .
\]
The factor \(1+\nu^2=2.57\) raises 16.6 kHz to 42.5 kHz: direct kicks supply 16.6 kHz and converted amplitude noise 25.9 kHz. The two contributions are equal at \(\zeta=0.016\), a shift of 1.0 MHz, or 0.4 % of the frequency.

Two limits are instructive. If the stiffness is constant, \(a=0\) and \(\nu=-\eta\), so amplitude noise is harmless; the width is 16.6 kHz. If instead the friction is constant, \(d=0\), then \(\nu=1/\eta\) for any positive \(a\), however small. The frequency slope and the restoring rate then both come from the stiffness, and shrink together. Nonlinear friction, which holds the radius without moving the frequency much, is therefore valuable. As \(a\to0\) in this second limit, \(\Lambda\to0\) and the boxed formula loses its validity.

## When the shift is not weak

With \(\zeta=0.25\) and the orbit radius kept at 100 nm, the shift is 15.6 MHz, about 6 %, and \(\nu=10.8\). The boxed formula gives 1949 kHz, but \(2\pi\Delta f/\Lambda=0.68\) is not small. The coherence is lost before the radius has had many relaxation times, so the whole of \(V(t)\) is needed. The spectrum of \(e^{-V/2}\) has a width of 1820 kHz.

The opposite limit shows the trend. For \(\Lambda t\ll1\), expanding the exponential to second order gives
\[
\frac{V}{2}\approx\frac{Q}{r_0^2}\left(t+\frac{\nu^2\Lambda t^2}{2}\right).
\]
If the quadratic term dominates while coherence is lost, the line is Gaussian with angular-frequency deviation \(|\nu|\sqrt{Q\Lambda}/r_0=|\omega'|\sqrt{Q/\Lambda}\), the frequency slope times the rms radial noise. Its width grows as \(\sqrt T\) instead of \(T\), at fixed orbit and coefficients. The strong-shift example belongs to neither limit, but is closer to the first: near 300 K its width grows about as \(T^{0.9}\).

These results rest on linearization. They were compared with the spectrum of \(\langle z^*(0)z(t)\rangle\) from the Fokker–Planck operator of the nonlinear equation, in which drift terms of higher order in \(\eta\) and \(k_BT\) were left out. At 300 K it gives 16.8, 43.1 and 1795 kHz for zero, weak and strong shift. Relative to these values, the boxed formula is about 1 % low in the first two cases and 9 % high in the third; the full phase variance is 1.4 % high in the third. The relative rms amplitude noise in the weak case is 6.5 %, small enough for linearization to serve.

## Where the factor of 300 comes from

Without spin torque, but with the same central stiffness \(k_0\), small thermal motion decays as \(e^{-\Gamma_0t}\), where \(\Gamma_0\) is the value of \(\Gamma\) at the centre. The full width is \(\Gamma_0/\pi=12.5\) MHz. The ratio of the driven to the passive width is therefore
\[
\frac{\Delta f}{\Gamma_0/\pi}=\frac{\Gamma}{\Gamma_0}\,\frac{k_BT}{2E}\,(1+\nu^2)
\approx1.156\times\frac{2.57}{2\times435}\approx\frac1{294}.
\]
The energy ratio alone would narrow the line 870 times. Larger damping on the orbit takes back a factor of 1.16, and the frequency shift a factor of 2.57.

This comparison isolates the spin torque. Switching the current off would also remove the stiffness that its magnetic field supplies, estimated in the last section. The passive line would then be only about 9 to 11 MHz wide, at a lower frequency, and the ratio about 210 to 250.

## Why size helps

Stored energy is not an independent setting. Putting \(\Gamma\) and \(E\) into the result gives
\[
\Delta f=\frac{D}{G^2+D^2}\frac{k_BT}{\pi r_0^2}(1+\nu^2)
=\frac{\eta}{1+\eta^2}\frac{k_BT}{\pi Gr_0^2}(1+\nu^2).
\]
The stiffness has cancelled. A softer spring stores less energy, but the motion also decays more slowly in the same proportion. Halving \(k_0\) at 10 K, with the orbit, \(\zeta\) and \(\xi\) held fixed and the current readjusted, changes the Fokker–Planck width only from 1.418 to 1.419 kHz.

What remains is the amount of angular momentum inside the orbit. Define
\[
N=\frac{M_s\pi r_0^2L}{\gamma\hbar},\qquad Gr_0^2=\frac{2\pi M_sL}{\gamma}r_0^2=2\hbar N ,
\]
so that for \(\eta\ll1\)
\[
\Delta f\approx\frac{\eta k_BT}{2\pi\hbar N}(1+\nu^2).
\]
\(N\) is the angular momentum, in units of \(\hbar\), of the magnet within the orbit if it were fully aligned; here \(N=1.08\times10^7\).

With \(r_0/R\), \(L\), \(b\), \(\zeta\) and \(\xi\) fixed, discs of radius 100, 200 and 400 nm have widths of 179, 42.5 and 10.3 kHz. Each doubling multiplies \(N\) by four. The width falls slightly faster because the logarithm in \(D_0\) raises \(\eta\) and lowers \(\nu\) from 1.46 to 1.25 to 1.09. In this range the gain from smaller \(\nu\) outweighs the loss from larger \(\eta\).

## The example beside real devices

The dimensions and material parameters are rough typical values for vortex oscillators in magnetic tunnel junctions with a soft magnetic free layer. Such devices run at some hundreds of megahertz, and their lines are often roughly 100 kHz to 1 MHz wide, so 42.5 kHz is on the narrow side. The values \(\zeta=0.02\) and \(\xi=0.6\) are assumptions, and favourable ones. Magnetostatic and exchange energy make the spring stiffer away from the centre, the current's field makes it softer, and \(\zeta=0.02\) needs the two effects to cancel almost completely. For a vortex that stays tangential at the disc edge they do not cancel at the current found below: the net \(\zeta\) is then nearer to the 0.25 of the strong case, whose width is 1.8 MHz, and a smaller \(\xi\) would broaden the line further. The model also assumes a rigid core, a perpendicular polarization obtained without an applied field (real junctions usually need a strong perpendicular field, which changes \(G\), \(D\) and \(k\)), no pinning by defects and a steady current.

A breach of the last assumption can broaden the line more than the thermal noise does. For \(P=0.25\), the orbit needs \(S=1.04\times10^{-5}\) N/m, hence \(J=2eS/(\pi\hbar P)=4.0\) MA/cm² and a current of 5.0 mA. Its magnetic field, \(\mu_0Jr/2\) around the disc axis, stiffens a vortex of matching circulation. At distance \(r\) from the axis and angle \(\theta\) from the displacement, \(\mathbf m\) deviates from the field direction by about \(X\sin\theta/r\). The energy therefore rises by
\[
M_sL\frac{\mu_0J}{2}\int\frac{X^2\sin^2\theta}{2r}\,r\,dr\,d\theta=\frac12\left(\frac{\pi\mu_0M_sLJR}{2}\right)X^2 .
\]
The bracket is a share \(c=0.28\) of the total stiffness. This holds for a small, rigid shift. On the orbit the share is somewhat smaller, and a vortex that deforms to stay tangential at the disc edge has only about half of it. For the assumed \(\zeta\) and \(\xi\), the figures for current drift that follow are therefore upper estimates; a larger \(\zeta\) would raise them. A slow relative change of current \(d\ln I\) acts directly through \(c\) and also through the radius. The orbit condition gives \(d\ln I=c\,d\ln I+(a+d)\,d\ln r\), so
\[
\frac{d\ln f}{d\ln I}=c+\frac{a(1-c)}{a+d}=0.31 .
\]
An rms drift of \(10^{-4}\) then spreads the frequency over a Gaussian of full width 18 kHz. By proportion, \(10^{-3}\) gives about 180 kHz, more than the thermal line.

The other estimates are smaller. A resistance–area product of 2 Ω µm² gives 80 mV. With a heat conductivity of 20 W/(m K), and the spreading resistance \(1/(4\kappa R)\) of a disc on a half-space, the power heats the device by about 25 K. Through \(k_BT\) alone this widens the line by 8 %. Across a 1 nm barrier the field is 0.8 MV/cm, well below a rough breakdown field of 10 MV/cm. If each electron transfers a random transverse angular momentum of order \(\hbar/2\), the torque shot noise per area is \((\hbar/2)^2J/e\), against \(2\alpha k_BT\sigma\) for thermal noise; the ratio is about \(2\times10^{-4}\).

For these numbers, enlarging the orbit narrows the thermal line, provided that \(\nu\) does not grow with it. In this example an rms current drift of one part in \(10^4\) during the measurement broadens the line by less than about a fifth of its thermal width. The numerical output gives the remaining intermediate values.

## Computed results

```
disc radius: 200 nm
thickness: 8 nm
core radius: 10 nm
magnetization: 800 kA/m
Gilbert damping: 0.01
small-orbit frequency k0/(2 pi G): 250 MHz
temperature: 300 K
orbit radius: 100 nm
friction nonlinearity xi: 0.6
gyrocoefficient G: 2.284e-13 J s/m^2
friction at centre D0: 5.704e-15 J s/m^2
damping ratio eta on orbit: 0.02873
stiffness on orbit (weak shift): 0.0003605 N/m
spin-torque coefficient S (weak shift): 1.036e-05 N/m
S over threshold value: 1.156
stored energy E (weak shift): 11.25 eV
thermal energy kT: 25.85 meV
E/kT (weak shift): 435.2
passive rate Gamma on orbit (weak shift): 45.31 1/us
amplitude relaxation (weak shift): 12.27 1/us
rms relative amplitude noise (weak shift): 0.0651
passive line width, formula: 12.48 MHz
passive line width, Fokker-Planck: 12.49 MHz
zero shift: zeta 0, shift 0 MHz, a 0, d 0.2609, nu -0.02873
zero shift width: formula 16.58 kHz, Fokker-Planck 16.82 kHz
weak shift: zeta 0.02, shift 1.25 MHz, a 0.00995, d 0.2609, nu 1.251
weak shift width: formula 42.52 kHz, Fokker-Planck 43.05 kHz
strong shift: zeta 0.25, shift 15.63 MHz, a 0.1176, d 0.2609, nu 10.8
strong shift width: formula 1949 kHz, Fokker-Planck 1795 kHz
weak shift, width without nu term: 16.57 kHz
weak shift, factor 1+nu^2: 2.566
passive width over weak-shift width: 293.6
strong shift, full phase variance width: 1820 kHz
strong shift, 2 pi width/relaxation: 0.676
zeta for nu = 1: 0.01594
frequency shift for nu = 1: 0.9961 MHz
R 100 nm: N 2.71e+06, nu 1.46, formula width 179 kHz
R 200 nm: N 1.08e+07, nu 1.25, formula width 42.52 kHz
R 400 nm: N 4.33e+07, nu 1.09, formula width 10.34 kHz
10 K widths, Fokker-Planck: 1.418 kHz, half stiffness 1.419 kHz
10 K, half disc radius: Fokker-Planck 5.977 kHz
perpendicular polarization: 0.25
current density: 4.01 MA/cm^2
current: 5.03 mA
rough inputs: RA 2 ohm um^2, barrier 1 nm, heat conductivity 20 W/(m K)
voltage: 80.1 mV
barrier field: 0.8 MV/cm
self-heating estimate: 25 K
width increase by heating: 8.4 %
torque shot noise/thermal noise: 0.00023
current-field share of stiffness: 0.281
dln f/dln I: 0.307
rms current drift 0.0001: added line width 18.2 kHz
```
